# Alpha-Silyl Carbanions Are Stabilized Without Silicon d-p Pi Bonding

**Definitions and conventions**

An alpha-silyl carbanion carries its negative charge on the carbon bonded to silicon. The simplest is the silylmethyl anion, $\mathrm{H_3SiCH_2^-}$. Its stabilization relative to methyl anion is defined by the proton exchange

$$\mathrm{H_3SiCH_2^- + CH_4 \rightarrow CH_3SiH_3 + CH_3^-},$$

$$S=E(\mathrm{CH_3SiH_3})+E(\mathrm{CH_3^-})-E(\mathrm{CH_4})-E(\mathrm{H_3SiCH_2^-}).$$

Positive $S$ means that silyl stabilizes the carbanion. The energies are electronic energies of isolated species with fixed nuclei, including nuclear repulsion.

Both anions are held planar at carbon. The $\mathrm{CH_2}$ plane is then a mirror plane, and orbitals are even or odd under reflection in it. The carbon lone pair $n$ is odd. One Si-H bond lies in the plane, the other two above and below it.

Unless stated otherwise, energies are Hartree-Fock values in the 6-31+G* basis, which has diffuse s and p functions on carbon and silicon and d functions on both. Each d shell is taken as five spherical functions, not six Cartesian ones. Structures were optimized by Hartree-Fock in the smaller 3-21+G(*) basis, which has d functions on silicon but not on carbon. "Without d" means that silicon loses all its d functions in both acid and anion, at unchanged structures.

**The belief and its appeal**

The belief is that silicon stabilizes the carbanion by accepting the lone pair into an empty 3d orbital, forming a d-p pi bond that carbon, with no valence d shell, cannot form.

Three facts make this tempting. A silicon d function of pi shape has the right symmetry to overlap with $n$. The computed Si-C bond shortens from 1.883 Å in methylsilane to 1.775 Å in the anion, as a partial double bond would. And adding d functions to silicon lowers the computed energy of the anion by 0.057025 hartree, about 150 kJ/mol.

None of these is decisive. The two out-of-plane Si-H bonds have an odd bonding combination and an odd antibonding one, called $\sigma^*$ here. The latter is empty and has the same symmetry as the d function, so symmetry cannot choose between them. As for the energy, d functions also lower neutral methylsilane, which has no carbanion lone pair, by 0.049897 hartree, or 131 kJ/mol. Only the difference, about 19 kJ/mol, enters $S$.

**The deletion argument**

If a d-p pi bond were required, $S$ should collapse when silicon has no d functions. With them,

$$S=-330.272585-39.499008+40.195350+329.620837=0.044594\ \text{hartree},$$

or 117 kJ/mol. Without them,

$$S=-330.222688-39.499008+40.195350+329.563812=0.037466\ \text{hartree},$$

or 98 kJ/mol. Thus 84% of the stabilization remains. Second-order perturbation theory for electron correlation (MP2) gives 113 and 93 kJ/mol, so 83% remains. The values are not converged in the basis. In a larger one, 6-311++G(2d,p) with an extra diffuse s and p shell on carbon, Hartree-Fock gives 111 and 91 kJ/mol, so 82% remains.

The d functions therefore matter, but they are not the source of most of the effect. Deletion alone does not say what is. For that, the lone pair must be prevented from spreading onto silyl.

**Confining the lone pair**

Divide the occupied orbitals into three groups: $n$, built from $\mathrm{CH_2}$ functions; the odd silyl orbitals, built from $\mathrm{SiH_3}$ functions; and the even frame, built from all even functions. Orbitals of different groups may overlap. Let the columns of $C$ hold their coefficients, let $\mathsf S$ be the overlap matrix, and put

$$\tau=C^T\mathsf S C,\qquad \rho=C\tau^{-1}C^T.$$

Each orbital holds two electrons. With $h$ the one-electron matrix and $G(\rho)$ the Coulomb-minus-exchange matrix of the density $2\rho$, the Fock matrix is $F=h+G(\rho)$ and

$$E=2\,\mathrm{tr}(\rho h)+\mathrm{tr}[\rho G(\rho)]+E_{\rm nuc}.$$

Because $G$ is linear and $\mathrm{tr}[aG(b)]=\mathrm{tr}[bG(a)]$ for symmetric $a$ and $b$, varying the two factors $\rho$ in the second term gives equal contributions. Hence

$$\delta E=2\,\mathrm{tr}(\delta\rho\,h)+2\,\mathrm{tr}[\delta\rho\,G(\rho)]=2\,\mathrm{tr}(\delta\rho\,F).$$

Now vary $C$, using $\delta(\tau^{-1})=-\tau^{-1}(\delta\tau)\tau^{-1}$ and $\delta\tau=\delta C^T\mathsf SC+C^T\mathsf S\,\delta C$. The terms combine to

$$\delta\rho=(1-\rho\mathsf S)\,\delta C\,\tau^{-1}C^T+\text{transpose}.$$

The two parts contribute equally to the trace with the symmetric matrix $F$, so

$$\delta E=4\,\mathrm{tr}\!\left[\delta C^T(1-\mathsf S\rho)FC\tau^{-1}\right].$$

If group $A$ may use only the functions in the columns of $B_A$, then $\delta C_A=B_A\,\delta x$ with arbitrary $\delta x$. The stationary condition is

$$B_A^T\left[(1-\mathsf S\rho)FC\tau^{-1}\right]_A=0.$$

To solve it, hold the other groups fixed and call their projector $\rho_Q$, built like $\rho$ from their orbitals $Q$. Replacing $C_A$ by $(1-\rho_Q\mathsf S)C_A$ leaves the total occupied space, and so $\rho$, unchanged. The new orbitals are orthogonal to $Q$, because $Q^T\mathsf S\rho_Q=Q^T$ gives $Q^T\mathsf S(1-\rho_Q\mathsf S)=0$. With $C_A=B_Ax$ and $M=(1-\rho_Q\mathsf S)B_A$,

$$\mathrm{tr}(\rho F)=\mathrm{tr}(\rho_QF)+\mathrm{tr}\!\left[(x^TM^T\mathsf SMx)^{-1}x^TM^TFMx\right].$$

At fixed $F$ this is stationary when

$$M^TFM\,x=M^T\mathsf SM\,x\,\epsilon,$$

where $\epsilon$ is the diagonal matrix of orbital energies. The lowest solutions are occupied, and the groups and $F$ are updated until they agree. The energy gained when the confinement is lifted is the donation energy

$$D=E_{\rm confined}-E_{\rm full}.$$

**Separating polarization**

Confined electrons can still respond to the charge. To measure this, place charges $+\tfrac12$ at 0.8 Å above and below the carbanion carbon, so that the anion is neutralized, and optimize the confined orbitals. Then remove the charges, freeze every orbital except $n$, and reoptimize $n$. Call the resulting energy $E_{\rm frz}$. The polarization energy is $P=E_{\rm frz}-E_{\rm confined}$.

Planar methyl anion has one occupied odd orbital and no silyl group, so it has no $D$; its polarization energy is $P_0$. Therefore

$$E(\mathrm{H_3SiCH_2^-})=E_{\rm frz}^{\rm Si}-P-D,\qquad E(\mathrm{CH_3^-})=E_{\rm frz}^{\rm Me}-P_0.$$

Inserting both into the definition of $S$ gives

$$S=S_{\rm frz}+(P-P_0)+D,$$

$$S_{\rm frz}=E(\mathrm{CH_3SiH_3})-E(\mathrm{CH_4})+E_{\rm frz}^{\rm Me}-E_{\rm frz}^{\rm Si}.$$

With d functions, $P-P_0=129.3-88.1=41.2$ kJ/mol and $D=75.4$ kJ/mol, leaving $S_{\rm frz}=0.5$ kJ/mol. Without them, the three parts are $P-P_0=45.2$, $D=59.0$ and $S_{\rm frz}=-5.9$ kJ/mol. Polarization does not need silicon d functions, and 78% of the donation energy survives their removal.

The division is a convention. With the neutralizing charges at 0.5 Å, $P-P_0$ rises from 41 to 52 kJ/mol and $S_{\rm frz}$ falls by the same amount; $S$ and $D$ do not change. Polarization here includes charge shifts along the Si-C sigma bond, since the even frame spans both groups.

At large distance the two mechanisms differ clearly. In atomic units, a charge $q$ at distance $r$ from a group of polarizability $\alpha$ produces a field $q/r^2$ and lowers the energy by $\alpha q^2/(2r^4)$. Donation needs orbital overlap, which falls off exponentially. At a bonded distance the point-charge formula fails, which is why $P$ was computed from orbitals.

**What accepts the charge**

Without d functions, the odd silyl space contains only silicon p and hydrogen s functions: six combinations, two of them occupied. The four empty ones comprise the valence $\sigma^*$ combination and functions that change its radial shape. The surviving 59 kJ/mol therefore involves an Si-H antibonding acceptor that can adapt its size, not a d orbital.

A narrower experiment, with d functions present, opens one kind of acceptor at a time to $n$. A $\sigma^*$ orbital of fixed free-atom shape gains 29 kJ/mol; the odd silicon d functions alone gain 24 kJ/mol. These are similar, and their sum is well below 75 kJ/mol. So the rigid valence orbital does not carry the donation by itself, and the d contribution is not negligible. Yet deleting the d functions costs only 16 kJ/mol of $D$, less than their separate gain, so other functions partly replace them.

$D$ also has an impurity. Lifting the confinement lets silyl electrons spread onto $\mathrm{CH_2}$, and lets each group borrow the other's functions to improve its own description. It should not be read as pure $n\rightarrow\sigma^*$ transfer. Without d functions, freeing only $n$ gains 56 of the 59 kJ/mol and freeing only the silyl orbitals gains 2.5; opening only the diffuse silicon p function to $n$ gains 7. Because $D$ is defined by which functions belong to which group, it also depends on the basis. In the larger basis it falls from 75 to 63 kJ/mol with d functions and from 59 to 49 without, so about three quarters still survive.

**Direction as evidence**

A two-orbital model shows what antibonding acceptors imply. Let orthogonal orbitals $n$ and $\sigma^*$ be separated by $\Delta>0$ and coupled by $\beta$. The lower eigenvalue lies below $n$ by $\sqrt{\Delta^2/4+\beta^2}-\Delta/2$. Two electrons gain

$$g=2\sqrt{\Delta^2/4+\beta^2}-\Delta\approx\frac{2\beta^2}{\Delta}\qquad(|\beta|\ll\Delta).$$

In the opposite limit, $|\beta|\gg\Delta$, the gain approaches $2|\beta|-\Delta$, and lone pair and acceptor mix almost equally.

Now treat each Si-X bond as a separate weak acceptor. If it makes an angle $\phi$ with the $\mathrm{CH_2}$ plane, viewed along Si-C, its coupling to the p-shaped lone pair is proportional to $\sin\phi$ and its gain is $g_X\sin^2\phi$. For $\mathrm{SiH_3}$ the angles are $0^\circ$, $120^\circ$ and $240^\circ$, with weights $0$, $\tfrac34$ and $\tfrac34$. The out-of-plane bonds should be weakened more. They are indeed longer, 1.518 Å against 1.502 Å in the plane; methylsilane has 1.476 Å. The in-plane bond has also lengthened, although its weight is zero, so donation from $n$ cannot explain all of the lengthening.

Replace one hydrogen by fluorine. With Si-F perpendicular to the plane, the gain is $g_F+(\tfrac14+\tfrac14)g_H$; with Si-F in the plane it is $(\tfrac34+\tfrac34)g_H$. Hence

$$E_{\rm in\ plane}-E_{\rm aligned}=g_F-g_H.$$

For $\mathrm{FH_2SiCH_2^-}$ with fixed bond lengths and angles and no silicon d functions, the computed difference is 41 kJ/mol in favour of alignment; with silicon d functions it is 31 kJ/mol. The sign fits Si-F being the better acceptor but does not prove it. Electrostatic forces and polarization also change with orientation and may supply most of the difference.

Donation also contributes to the short Si-C bond, though its share of the shortening was not separated from that of electrostatic attraction and polarization. Stretching the bond by 0.05 Å lowers $D$ from 75.4 to 69.0 kJ/mol, so donation pulls the atoms together. Stretching both out-of-plane Si-H bonds by 0.05 Å raises $D$ to 78.5 kJ/mol, so donation favours their lengthening. Without d functions, and with the two groups kept rigid, Si-C still shortens from 1.916 to 1.815 Å. That is 0.101 Å, against 0.108 Å with them.

**How far the numbers reach**

Planarity favours silyl in this comparison. Rigid bending of methyl anion into a pyramid lowers its energy by 11 kJ/mol, which would reduce $S$ to about 106 kJ/mol. Silylmethyl anion gains nothing from the rigid bends tried. A $12^\circ$ bend raises its energy by 0.4 kJ/mol. With the silyl group rigidly turned by $90^\circ$, bends of $12^\circ$ lie 13 to 15 kJ/mol above the planar structure and the lower $30^\circ$ bend 14 kJ/mol above it, but the turn alone already costs 14 kJ/mol.

Another limit is the description of the weakly bound outer pair of methyl anion. Its highest occupied orbital energy is $+0.0026$ hartree, against $-0.0475$ hartree for silylmethyl anion. The slightly positive value does not prove that the pair is unbound, because a basis with too few diffuse functions places such an orbital too high. One extra diffuse s and p shell on carbon, of exponent 0.0146, moves that orbital to $-0.0054$ hartree. It lowers methyl anion by 5.8 kJ/mol but silylmethyl anion by only 1.1, which reduces $S$.

In solution, a metal counterion and the solvent can also stabilize the charge, so 117 kJ/mol should not be carried over to solution; the size of that change was not computed. What the calculation does establish, for this isolated anion at these levels of theory, is that a large silyl stabilization exists when silicon has no d functions with which to form a d-p pi bond.
